# The Madelung constant of a neutralized cubic cell and periodic Hartree-Fock

## Problem

A unit point charge sits at every point $\mathbf R$ of a simple cubic lattice with edge $L$ and cell volume $V=L^3$. A uniform background of charge density $-1/V$ makes each cell neutral. Use Hartree atomic units, and fix the additive constant of the electrostatic potential $v(\mathbf r)$ by requiring that its average over a cell be zero. Define

$$
\xi=\lim_{r\to0}\left[v(\mathbf r)-\frac1r\right],
$$

the potential felt by one charge due to all its images and the background.

1. Derive a rapidly convergent Ewald expression for $\xi$.
2. Evaluate $L\xi$ to six decimals, and $\xi$ for $L=10$ bohr.
3. Confirm the value by a direct sum in real space, without Ewald splitting.
4. In periodic closed-shell Hartree-Fock let the exchange term be evaluated with the zero-average interaction $v$. Show what happens to the orbital energies and the total energy when the constant $-\xi$ is added to the exchange interaction.
5. Find the leading error that remains in the self-exchange of a localized spherical orbital.

## Solution

### 1. The Ewald expression

The potential obeys Poisson's equation

$$
-\nabla^2 v=4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\right].
$$

The lattice of delta functions has the Fourier series $V^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, where $\mathbf G$ runs over the reciprocal lattice. The background cancels its $\mathbf G=0$ term. For every other term, $-\nabla^2$ multiplies by $G^2$. The $\mathbf G=0$ coefficient of $v$ is its average, which was set to zero, so

$$
v(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
$$

This series converges poorly because $v$ has a $1/r$ singularity. We therefore separate a short-range function that carries the singularity,

$$
s(r)=\frac{\operatorname{erfc}(\eta r)}{r},
$$

with $\eta>0$ arbitrary. Its Fourier transform, after the angular integration, is

$$
\hat s(G)=\frac{4\pi}{G}\int_0^\infty \sin(Gr)\operatorname{erfc}(\eta r)\,dr .
$$

Integrate by parts, using $\operatorname{erfc}(0)=1$ and $\frac{d}{dr}\operatorname{erfc}(\eta r)=-\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}$:

$$
\hat s(G)=\frac{4\pi}{G^2}\left[1-\frac{2\eta}{\sqrt\pi}I(G)\right],\qquad
I(G)=\int_0^\infty\cos(Gr)e^{-\eta^2r^2}dr .
$$

Differentiating $I$ with respect to $G$ and integrating by parts once gives $I'=-\frac{G}{2\eta^2}I$. Since $I(0)=\sqrt\pi/(2\eta)$, the solution is $I=\frac{\sqrt\pi}{2\eta}e^{-G^2/4\eta^2}$. Hence

$$
\hat s(G)=\frac{4\pi}{G^2}\left(1-e^{-G^2/4\eta^2}\right),\qquad \hat s(0)=\frac{\pi}{\eta^2},
$$

where the second value follows from $1-e^{-x}\to x$ for small $x$.

The periodic sum of $s$ has Fourier coefficients $\hat s(G)/V$, because integrating the sum over one cell is the same as integrating $s$ over all space. Therefore

$$
\sum_{\mathbf R}s(|\mathbf r-\mathbf R|)=\frac{\pi}{\eta^2V}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{1-e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.
$$

The part with the 1 in the numerator is $v$ itself. Solving for it,

$$
v(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}
-\frac{\pi}{\eta^2V}.
$$

The last term removes the average of the short-range sum. Now subtract $1/r$ and let $r\to0$. The $\mathbf R=0$ term gives

$$
\frac{\operatorname{erfc}(\eta r)-1}{r}=-\frac{\operatorname{erf}(\eta r)}{r}\to-\frac{2\eta}{\sqrt\pi},
$$

and the result is

$$
\xi=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2V}.
$$

Since $v$ does not contain $\eta$, neither does the value of $\xi$.

### 2. Evaluation by shells

Write $R=nL$ and $G=2\pi n/L$, where $n$ is the length of an integer vector $\mathbf n$. The choice $\eta=\sqrt\pi/L$ gives both sums similar decay:

$$
\frac{G^2}{4\eta^2}=\pi n^2,\qquad
\frac{4\pi}{VG^2}=\frac{1}{\pi n^2L},\qquad
\frac{2\eta}{\sqrt\pi}=\frac2L,\qquad
\frac{\pi}{\eta^2V}=\frac1L .
$$

Thus

$$
L\xi=-3+\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right].
$$

Vectors of equal length form a shell:

| $n^2$ | vectors | erfc term | Gaussian term | running $L\xi$ |
|---|---|---|---|---|
| 1 | 6 | 0.012188882 | 0.013755417 | -2.8443342 |
| 2 | 12 | 0.000277717 | 0.000297213 | -2.8374351 |
| 3 | 8 | 0.000008166 | 0.000008562 | -2.8373012 |
| 4 | 6 | 0.000000268 | 0.000000278 | -2.8372979 |
| 5 | 24 | 0.000000009 | 0.000000010 | -2.8372975 |

The first row, for example, is $-3+6(0.012188882+0.013755417)=-2.8443342$. The sum settles at

$$
\xi=-\frac{2.837297}{L}.
$$

The dimensionless number $-L\xi=2.837297$ depends only on the shape of the cell and not on its size; we call it the Madelung constant of this cell. For non-cubic lattices it changes with the axis ratios and can even change sign: a simple tetragonal cell with edges $a,a,4a$ has $a\xi\approx+0.29$. Repeating the sum with $\eta L=1.2$ and $3.0$ gives the same value to all nine decimals in the numerical output.

For $L=10$ bohr, $\xi=-0.28373$ hartree, or $-7.7207$ eV. The decay with $L$ is slow: doubling the edge only halves the shift.

### 3. Direct summation of neutral cubes

Set $L=1$ and group each charge with the background in the cube around it. Such a cube has no net charge. Its dipole and octupole vanish by inversion symmetry, and its second-moment tensor is isotropic, so its traceless quadrupole vanishes too. The distant potential therefore falls at least as fast as $R^{-5}$, and the sum over cubes converges absolutely.

Take a block with $M$ cubes along each edge, $M$ odd. The background potential at its centre follows from the unit-cube integral

$$
C=\int_{\text{unit cube}}\frac{d^3r}{r}=2.38007736 .
$$

Scaling lengths by $M$ multiplies the volume element by $M^3$ and $1/r$ by $1/M$, so the block sum is

$$
S_M=\sum_{\mathbf n\ne0}^{\text{block}}\frac1n-M^2C .
$$

The omitted cubes contribute an error of order $\int_M^\infty R^2R^{-5}dR\propto M^{-2}$. From $S_{41}=-2.3137140$ and $S_{81}=-2.3137026$, eliminating this leading error gives

$$
S_\infty\simeq\frac{81^2S_{81}-41^2S_{41}}{81^2-41^2}=-2.3136987 .
$$

This is not yet $\xi$, because the potential built from neutral cubes does not average to zero. Let $\rho$ be the charge density of one cube and $u$ its potential, with transform $\hat u(k)=4\pi\hat\rho(k)/k^2$. Expanding $e^{-i\mathbf k\cdot\mathbf r}$ for small $k$, the zeroth and first moments vanish, and the isotropic second moment gives

$$
\hat\rho(k)=-\frac12\int\rho\,(\mathbf k\cdot\mathbf r)^2d^3r+\dots
=-\frac{k^2}{6}\int\rho\,r^2d^3r+\dots
$$

The point charge at the origin does not contribute to the last integral. The background contributes $-3\times\frac1{12}=-\frac14$, since the mean of $x^2$ over a unit interval centred at zero is $\frac1{12}$. The cell average of the summed potential is the integral of $u$ over all space divided by $V=1$:

$$
\bar v=\hat u(0)=-\frac{4\pi}{6}\left(-\frac14\right)=\frac{\pi}{6}=0.5235988 .
$$

The cube potential and $v$ solve the same periodic Poisson equation, so they differ by a constant, which is this average. Subtraction gives

$$
L\xi=-2.3136987-0.5235988=-2.8372975,
$$

in agreement with the Ewald result.

This route also explains the sign. A charge's own cube of background contributes $-2.3801/L$, all other neutral cubes together contribute $+0.0664/L$, and the zero-average convention contributes $-0.5236/L$. The attraction of the surrounding background dominates.

### 4. The shift in Hartree-Fock

Consider orbitals $\varphi_j$ normalized in the periodic box, with the doubly occupied ones defining the projector $P=\sum_j^{\rm occ}|\varphi_j\rangle\langle\varphi_j|$. The Fock operator is $F=h+J-K$, where $J$ contains the full electron density. Exchange acts as

$$
(K\varphi)(\mathbf r)=\sum_j^{\rm occ}\varphi_j(\mathbf r)\int\varphi_j^*(\mathbf r')\,v(\mathbf r-\mathbf r')\,\varphi(\mathbf r')\,d^3r' .
$$

Replace $v$ by $v+c$ here. The constant leaves the integral, which becomes an overlap:

$$
K\to K+c\sum_j^{\rm occ}|\varphi_j\rangle\langle\varphi_j|=K+cP,\qquad F\to F-cP .
$$

The old self-consistent orbitals are still eigenfunctions, because $P\varphi_i=\varphi_i$ for an occupied orbital and $P\varphi_a=0$ for a virtual one. They give the same density and the same $P$, so they remain a self-consistent solution. With $c=-\xi>0$,

$$
\varepsilon_i\to\varepsilon_i+\xi,\qquad \varepsilon_a\to\varepsilon_a .
$$

Occupied levels go down by $2.837297/L$ and the gap opens by the same amount. The total energy is $E=\operatorname{Tr}[P(h+F)]$, apart from nuclear repulsion. Its change is $-c\operatorname{Tr}P=\xi N_e/2$, because $N_e$ electrons occupy $N_e/2$ spatial orbitals. The shift per electron is thus $\xi/2$.

No such constant is needed in the Hartree term. In a neutral cell, adding $c$ to every electrostatic interaction changes an electron's potential energy by $cN_e$ from the electrons and by $-cN_e$ from the nuclei, and these cancel.

A model calculation tests these statements. Four electrons move in a box with $L=8$ bohr, in the potential $-\sum_k A_k\cos(2\pi x_k/L)$ with amplitudes 3, 12 and 12 hartree, on 343 grid points. Two separate self-consistent calculations, without and with the exchange constant, give:

| level | without (hartree) | with (hartree) |
|---|---|---|
| occupied 1 | -22.502052 | -22.856714 |
| occupied 2 | -21.351673 | -21.706335 |
| virtual 1 | -20.402542 | -20.402542 |

Both occupied levels move by $-0.354662$ hartree, which is $-2.837297/8$. The energy per electron changes by $-0.177331$ hartree, half as much. The small grid does not give converged levels for this well, but the shift follows from the projector algebra, which holds in any finite orthonormal basis.

For a crystal with cell edge $a$ and a uniform $n\times n\times n$ mesh of $k$-points, $L$ must be read as $na$. The differences between mesh points, combined with the reciprocal lattice vectors of the small cell, form the reciprocal lattice of a supercell with edge $na$. The shift then vanishes as the mesh is refined. The argument assumes fixed integer occupations. With fractional occupations $f_j$ between 0 and 1, the added operator is $c\sum_j f_j|\varphi_j\rangle\langle\varphi_j|$, which is a multiple of a projector only if all nonzero $f_j$ are equal. At fixed $f_j$, level $j$ moves by $\xi f_j$, and occupations that depend on the levels must be redetermined.

**Consequence for correlation methods.** A second-order energy denominator $\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$ changes by $2\xi$. The integrals in the numerator do not change, since the constant multiplies overlaps $\langle i|a\rangle=0$. The second-order energy therefore depends on the convention.

Coupled-cluster theory behaves differently if the constant enters all electrostatic terms consistently. For $N$ electrons and total nuclear charge $N$, the Hamiltonian then changes by

$$
c\left[\frac{N(N-1)}2-N^2+\frac{N^2}2\right]=-\frac{cN}{2},
$$

from electron-electron, electron-nucleus and nucleus-nucleus terms, where the last includes each nucleus with its own images. This is a pure number. It commutes with the cluster operator and has no matrix element between the reference and an excited determinant, so the amplitudes and the correlation energy are unchanged. This holds for amplitude equations projected from the full Hamiltonian and solved to convergence, such as CCSD. It does not hold for perturbative corrections built on orbital-energy denominators: in the (T) term of CCSD(T) the denominators change by $3\xi$, so that term depends on the convention, as the second-order energy does. The number itself is the Hartree-Fock shift $\xi N/2$ found above. If the constant is put into the orbital energies but not into the remaining two-electron integrals, this cancellation is lost.

### 5. What the correction leaves behind

The self-exchange of an occupied orbital is minus the self-repulsion of its density. For an isolated orbital the interaction is $1/r$, so we need $v-1/r$ near the origin. Inside $r<L$ there is no image charge, and

$$
\nabla^2\left(v-\frac1r\right)=\frac{4\pi}{V}.
$$

Since $\nabla^2r^2=6$, the spherical average of the regular solution is

$$
\left\langle v-\frac1r\right\rangle_{\rm angles}=\xi+\frac{2\pi}{3V}r^2 .
$$

For a spherical density the distribution of the separation $\mathbf r_{12}$ is also spherical, so this average is all that matters, apart from tails reaching $r_{12}>L$. The periodic self-repulsion is then

$$
U_{\rm per}\simeq U_{\rm iso}+\xi+\frac{2\pi}{3V}\langle r_{12}^2\rangle,\qquad
\langle r_{12}^2\rangle=2\langle r^2\rangle ,
$$

where the cross term $-2\langle\mathbf r_1\cdot\mathbf r_2\rangle$ vanishes by symmetry. Adding $-\xi$ to the interaction removes the $1/L$ error and leaves one proportional to $1/L^3$. This is the reason for choosing $c=-\xi$.

Take a normalized 1s orbital with exponent 1 bohr$^{-1}$, for which $U_{\rm iso}=0.625$ hartree and $\langle r^2\rangle=3$ bohr$^2$. The predicted remainder is $4\pi/V$ in atomic units.

| $L$ (bohr) | $U_{\rm per}$ (hartree) | error before | error after |
|---|---|---|---|
| 10 | 0.353836 | -0.271164 | 0.012566 |
| 20 | 0.484706 | -0.140294 | 0.001571 |

Errors are in hartree, relative to the isolated orbital. At $L=10$ bohr the arithmetic is $-0.271164+0.283730=0.012566$, equal to the predicted remainder at the digits shown. Doubling $L$ roughly halves the uncorrected error but reduces the corrected one by a factor of eight. The remainder grows with $\langle r^2\rangle$, so the correction works best when the orbital is small compared with the box. The quadratic formula holds as long as no two points of the spherical density are farther apart than $L$. Beyond that separation, image charges add further terms.

## Computed values

```
Ewald sum, L*xi for several eta*L (dimensionless):
  eta*L = 1.200000   L*xi = -2.837297479
  eta*L = 1.772454   L*xi = -2.837297479
  eta*L = 3.000000   L*xi = -2.837297479
Shells at eta*L = sqrt(pi); constants add to -3 (dimensionless):
  n^2 count  erfc term/vector  Gauss term/vector  running L*xi
    1     6  0.012188882       0.013755417        -2.8443342
    2    12  0.000277717       0.000297213        -2.8374351
    3     8  0.000008166       0.000008562        -2.8373012
    4     6  0.000000268       0.000000278        -2.8372979
    5    24  0.000000009       0.000000010        -2.8372975
    6    24  0.000000000       0.000000000        -2.8372975
Direct sum over neutral cubes, L = 1 (dimensionless):
  integral of 1/r over unit cube = 2.38007736
  3x3x3 block sum                = -2.3166127
  41x41x41 block sum             = -2.3137140
  81x81x81 block sum             = -2.3137026
  extrapolated sum               = -2.3136987
  mean potential to subtract     = 0.5235988
  resulting L*xi                 = -2.8372975
L = 10 bohr: xi = -0.2837297 hartree = -7.7207 eV
1s orbital, zeta = 1.0 1/bohr: isolated self-repulsion = 0.625000 hartree
  mean r^2 = 3.000000 bohr^2
  L = 10 bohr: periodic self-repulsion = 0.353836 hartree
    error before correction = -0.271164 hartree
    error after correction  = 0.012566 hartree
    predicted 1/V remainder = 0.012566 hartree
  L = 20 bohr: periodic self-repulsion = 0.484706 hartree
    error before correction = -0.140294 hartree
    error after correction  = 0.001571 hartree
    predicted 1/V remainder = 0.001571 hartree
Model HF: L = 8 bohr, 4 electrons, 343 grid points
  well amplitudes x, y, z = 3, 12, 12 hartree
  xi = -0.354662 hartree
  occupied 1: without -22.502052, with -22.856714, shift -0.354662 hartree
  occupied 2: without -21.351673, with -21.706335, shift -0.354662 hartree
  virtual 1: without -20.402542, with -20.402542, shift -0.000000 hartree
  gap: without 0.949131, with 1.303794 hartree
  total-energy shift per electron = -0.177331 hartree
```
